# Madelung Offsets in Short-Range Potentials Trained on Charged Supercells

**Q:** I train a short-range machine-learned potential on 12 Å cells, each with one charged interstitial. It reproduces held-out 12 Å cells perfectly, yet fails in larger ones. What can it know about cell size?

**A:** Very little. It writes the energy as a sum of atomic terms, each depending on neighbours within a cutoff $r_c$. Take a rigid host with one defect per cell and $L>2r_c$, so that no atom sees two images of the defect. Atoms that do not see the defect each contribute a bulk value $c_0$. The rest depends on the local geometry $u$, so

$$E_{\rm ML}(L,u)=Nc_0+g(u),$$

with $N$ host atoms. For the same $u$ in two cells,

$$E_{\rm ML}(L_1,u)-E_{\rm ML}(L_2,u)=(N_1-N_2)c_0 .$$

The labels behave differently. Write them as

$$E(L,u)=Ne_h+E_\infty(u)+\Delta(L,u),$$

where $e_h$ is the host energy per atom, $E_\infty$ the isolated-defect energy and $\Delta$ the effect of periodic repetition. Suppose pristine cells in the training set fix $c_0=e_h$. A perfect fit at $L_0$ then requires $g(u)=E_\infty(u)+\Delta(L_0,u)$, and in another cell

$$E_{\rm ML}(L,u)-E(L,u)=\Delta(L_0,u)-\Delta(L,u).$$

The potential has stored the image energy of its training cell as if it were local chemistry.

**Q:** What is $\Delta$? I know the Madelung formula for bare charges, but my host is polarizable.

**A:** A model derives the screening instead of assuming it. Place a charge $q$ at $\mathbf r_0$ in a simple cubic lattice of sites with polarizability $\alpha$, spacing $a$ and $v=a^3$. I use atomic units with $4\pi\varepsilon_0=1$, a uniform neutralising background and a potential of zero cell average.

Let $\mathbf F_i$ be the ion's field at site $i$ and $T_{ij}$ the tensor giving the field at $i$ from a dipole at $j$. The polarization energy is

$$U=\sum_i\frac{p_i^2}{2\alpha}-\frac12\sum_{ij}\mathbf p_iT_{ij}\mathbf p_j-\sum_i\mathbf p_i\cdot\mathbf F_i .$$

Setting its derivative to zero gives $(1/\alpha-T)\mathbf p=\mathbf F$. The two quadratic terms then sum to $\frac12\sum_i\mathbf p_i\cdot\mathbf F_i$, so $U=-\frac12\sum_i\mathbf p_i\cdot\mathbf F_i$. Since $T_{ij}$ depends only on the separation, a Fourier sum over sites decouples the wavevectors:

$$U=-\frac1{2N}\sum_{\mathbf k}\mathbf F^\dagger(\mathbf k)\left[\frac1\alpha-T(\mathbf k)\right]^{-1}\mathbf F(\mathbf k).$$

The periodic ion's potential is $(4\pi q/V)\sum_{\mathbf K\ne0}e^{i\mathbf K\cdot(\mathbf r-\mathbf r_0)}/K^2$, with $V=Nv$. Taking minus its gradient and summing over sites selects $\mathbf K=\mathbf k+\mathbf G$, where $\mathbf G$ is a reciprocal vector of the host:

$$\mathbf F(\mathbf k)=-\frac{4\pi iq}{v}\sum_{\mathbf G}\frac{(\mathbf k+\mathbf G)e^{-i(\mathbf k+\mathbf G)\cdot\mathbf r_0}}{|\mathbf k+\mathbf G|^2},$$

omitting $\mathbf k+\mathbf G=0$. Apart from that omission, neither $\mathbf F(\mathbf k)$ nor $T(\mathbf k)$ contains $L$. Cell size enters through the mesh of $\mathbf k$ points.

**Q:** Where does the dielectric constant come from?

**A:** From small $k$, which describes distant images. There the $\mathbf G=0$ term dominates: $\mathbf F\to-4\pi iq\,\mathbf k\,e^{-i\mathbf k\cdot\mathbf r_0}/(vk^2)$. This field is parallel to $\mathbf k$, so we need the longitudinal value of $T$. Its $\mathbf G=0$ part is $-(4\pi/v)\,\mathbf k\mathbf k/k^2$. By cubic symmetry the remainder tends to a multiple $c$ of the identity. The tensor $T_{ij}$ holds the second derivatives of the periodic potential of a unit charge, so its trace is the Laplacian of that potential. Away from the charge this is the constant $4\pi/V$ due to the background, and it has the same value for $i=j$, where the charge's own potential is left out. A constant contributes to the Fourier sum over sites only at $\mathbf k=0$, so the trace of $T(\mathbf k)$ vanishes for $\mathbf k\neq0$. Hence $3c=4\pi/v$, and

$$T_L=\frac{4\pi}{3v}-\frac{4\pi}{v}=-\frac{8\pi}{3v}.$$

Insert both limits, using $Nv=V$. The singular part of $U$ is

$$-\frac1{2V}\sum_{\mathbf k\ne0}\frac{4\pi q^2}{k^2}\,\frac{4\pi/v}{1/\alpha+8\pi/(3v)}
=-\frac1{2V}\sum_{\mathbf k\ne0}\frac{4\pi q^2}{k^2}\,\frac{3x}{1+2x},$$

where $x=4\pi\alpha/(3v)$ and the last fraction was multiplied above and below by $\alpha$. The bare ion contributes the same sum with factor $+1$. Together they have the factor

$$1-\frac{3x}{1+2x}=\frac{1-x}{1+2x}=\frac1\varepsilon,$$

the Clausius–Mossotti relation.

An isolated defect has an integral over $\mathbf k$ where the periodic one has a mesh sum. Put $\mathbf k=2\pi\mathbf m/L$ with integer $\mathbf m$. Then $V^{-1}\sum4\pi/k^2$ becomes $(\pi L)^{-1}\sum1/m^2$, so sum minus integral, with a common smooth cutoff, is a pure number over $L$. That number is $-A$, which defines the Madelung constant $A=2.8373$. Therefore

$$\Delta(L,u)=E_{\rm img}(L)+O(L^{-3}),\qquad E_{\rm img}(L)=-\frac{Aq^2}{2\varepsilon L}.$$

There is no $L^{-2}$ term: it would need a part of the summand scaling as $1/k$, which is odd in $\mathbf k$ here, and the summand is equal at $\mathbf k$ and $-\mathbf k$. Terms of order $k^0$ give errors proportional to $1/V$.

**Q:** Why did neither my validation set nor my forces reveal this?

**A:** In the leading term the ion's position appears only in the phase $e^{-i\mathbf k\cdot\mathbf r_0}$, which cancels in $\mathbf F^\dagger\cdots\mathbf F$. To this order the offset is the same for every frame of one cell size, and a constant has no gradient.

For numbers, take $a=3$ Å, $q=+1$ and $\alpha=2.578$ Å$^3$. Then $x=4\pi(2.578)/(3\times27)=0.400$ and $\varepsilon=1.8/0.6=3$. The ion also feels a short-range repulsion from the sites. The total defect energy, repulsion plus polarization, varies between frames by 0.050 eV (standard deviation), while the offset at 12 Å varies by 0.0008 eV. A linear regression on radial descriptors with $r_c=5.5$ Å, trained on 40 such frames plus a pristine cell, has an rms error of about $2\times10^{-6}$ eV on 20 new frames of the same size. Validation at one size cannot expose the fault.

**Q:** How large is the fault elsewhere?

**A:** With $q^2=14.40$ eV Å,

$$E_{\rm img}(12\ \text{Å})=-\frac{2.8373\times14.40}{2\times3\times12}=-0.567\ \text{eV}.$$

The offset found from the lattice energies, relative to their extrapolated dilute limit, is $-0.546$ eV. At 48 Å the two values are $-0.1419$ and $-0.1415$ eV. The fit trained at 12 Å is therefore wrong at 48 Å by $-0.546+0.142=-0.404$ eV, which is the mean error obtained, and by $-0.546$ eV in the dilute limit.

**Q:** And the remedy?

**A:** Train on $E(L_0,u)-E_{\rm img}(L_0)$. With $c_0=e_h$, the local part becomes

$$g(u)=E_\infty(u)+\Delta(L_0,u)-E_{\rm img}(L_0)=E_\infty(u)+O(L_0^{-3}).$$

For an isolated defect, use this prediction as it stands. To reproduce a periodic cell of edge $L$, add $E_{\rm img}(L)$. The dilute error falls from $-0.5456$ to $-0.5456+0.5674=+0.0218$ eV, and the error at 48 Å from $-0.404$ to $+0.021$ eV.

What remains belongs to the training cell, so a larger prediction cell does not remove it. Comparing 12, 24 and 48 Å cells gives an apparent decay power of 2.63 instead of 3. The remainders at 12, 18 and 24 Å are 0.0218, 0.0080 and 0.0033 eV. The last two have the ratio 2.4, as $(24/18)^3=2.37$ requires, but the first two have 2.7 instead of 3.4. The 12 Å cell is thus not yet in the asymptotic regime.

Screening matters. Subtracting the bare energy, $3\times(-0.5674)=-1.702$ eV, leaves $-0.546+1.702=+1.16$ eV in the dilute limit, worse than no correction.

**Q:** Must I include pristine cells?

**A:** Yes, or fix $c_0$ in another way. With charged cells of one size, only the combination $N_0c_0+b$ is determined, where $b$ is the constant assigned to the defect. Consider how a fit stores an offset $D$ when it chooses the smallest $c_0^2+b^2$ subject to $N_0c_0+b=D$. The solution is $c_0=N_0D/(N_0^2+1)$ and $b=D/(N_0^2+1)$. From $N_0=64$ to $N=512$ the stored offset becomes

$$\frac{Nc_0+b}{D}=\frac{64\times512+1}{64^2+1}=7.998$$

times larger, as the regression also gives. The factor depends on how the fit weights its coefficients. With a pristine cell included it is 1.000.

**Q:** Could I just train on several sizes and skip the subtraction?

**A:** The labels then conflict: equal environments carry different offsets $y_s$. The fit can respond through a constant $b$ and a false shift $d=c_0-e_h$. With $M$ charged frames and one pristine cell per size, it minimises

$$M\sum_s(N_sd+b-y_s)^2+\sum_s(N_sd)^2 .$$

The derivative with respect to $b$ gives $b=\bar y-\bar Nd$. Substituting this and differentiating with respect to $d$ gives

$$d=\frac{M\sum_s(N_s-\bar N)y_s}{M\sum_s(N_s-\bar N)^2+\sum_sN_s^2}.$$

For 12, 18 and 24 Å, $N_s=64,216,512$, $\bar N=264$ and $y_s=-0.5456,-0.3703,-0.2804$ eV. With $M=40$,

$$d=\frac{40\times57.36}{40\times103808+312896}=5.14\times10^{-4}\ \text{eV},\qquad b=-0.534\ \text{eV}.$$

At 48 Å, $N=4096$: the predicted offset is $2.105-0.534=1.57$ eV against a true $-0.14$ eV, an error of $+1.71$ eV.

Subtraction reduces this to $-0.124$ eV, still worse than the corrected single-size fit, because the small remainders also leak into $d$. Imposing $c_0=e_h$ as a strict constraint closes that leak: $b$ becomes the mean remainder, 0.011 eV.

**Q:** My material is an oxide whose ions move. Which $\varepsilon$ do I use?

**A:** The one for whatever has relaxed around the charge. With clamped host ions it is the electronic constant. If the ions have fully relaxed in linear response, their dipoles add to $\alpha$ and the label offset involves the static constant. The lattice supports the formula at stronger screening too: for an input of $\varepsilon=6$, its $1/L$ term returns 5.90, against 2.998 for an input of 3. Both come from a fit to 24, 36 and 48 Å cells that omits powers beyond $L^{-3}$. The lattice has a limit: the stationary dipoles are an energy minimum only while $1/\alpha$ exceeds the largest eigenvalue of $T(\mathbf k)$, $5.35/v$, that is for $\varepsilon$ below about 11.8. Relaxation also makes local geometries depend on $L$, which the rigid-host regression does not cover.

The example lies roughly in the regime of magnesium oxide, with an electronic constant near 3 and a static one near 10, but its simple cubic lattice is not that crystal's structure. The model's rigid host leaves out ionic relaxation, which matters in such an oxide. Full relaxation changes $E_{\rm img}(12\ \text{Å})$ from $-0.567$ to $-0.170$ eV, so using the electronic constant for relaxed frames misstates this leading term by 0.40 eV. With strong screening the leading term is small, and the $O(L^{-3})$ remainder can be comparable with it at 12 Å. Check the correction against larger cells before relying on it. There is also an elastic effect. If the defect swells its host by $\delta V$, holding the cell volume fixed instead of letting it relax costs about $B(\delta V)^2/(2V)$, where $B$ is the bulk modulus. With rough values $B=160$ GPa and $\delta V=10$ Å$^3$ this is 0.03 eV at 12 Å. The isolated defect lies between the two cells. In an isotropic host with shear modulus $\mu$, the fixed-volume cell lies above it by $B^2(\delta V)^2/[2V(B+4\mu/3)]$, about 0.014 eV for $\mu=130$ GPa. That is the same order as the corrected error.

**Q:** And frames from molecular dynamics at 300 K?

**A:** Then no single constant suffices, because distant ionic dipoles differ from frame to frame. For a classical mode $X$ with energy $\frac12\kappa X^2-hX$, the relaxation energy is $\lambda=h^2/(2\kappa)$ and the coupling $hX$ has variance $h^2k_BT/\kappa=2\lambda k_BT$. For the ions beyond the cutoff in a very large cell, a continuum estimate is

$$\lambda=\frac{14.40}{2\times5.5}\left(\frac13-\frac1{10}\right)=0.305\ \text{eV},$$

so the scatter there is about $\sqrt{2\times0.305\times0.0259}=0.13$ eV per frame. It is much smaller in a 12 Å cell, where the region beyond the cutoff ends at the cell boundary and the periodic images weaken the field: the same estimate with the periodic field gives $\lambda\approx0.02$ eV and a scatter of about 0.03 eV. Every ion in that cell is also within $2r_c$ of the nearest image of the charge. An atom lying between the charge and a distant ion may see both, so the atomic terms can learn part of this coupling. The rest needs a long-range energy computed from each configuration, subtracted before training and restored in prediction. The constant subtraction is suited to one defect of fixed charge per cell, in an insulating host with common screening across the frames. The remaining sizes are in the numerical output.

## Values computed for the example and the checks

```
host spacing 3.0 angstrom; cutoff 5.5 angstrom
host energy -5.0 eV per atom; ion charge +1 e
repulsion prefactor 1000 eV, decay length 0.30 angstrom
site polarizability 2.578 angstrom^3
Coulomb constant 14.3996 eV angstrom
Madelung constant A = 2.837297
training frames 40, test frames 20
2x2x2 polarization energy, Fourier: -1.02330 eV
2x2x2 polarization energy, explicit: -1.02330 eV
eps put in 3.0; eps from 1/L term 2.9983
eps put in 6.0; eps from 1/L term 5.9012
L = 12 angstrom: E_img = -0.5674 eV, found offset -0.5456 eV
L = 18 angstrom: E_img = -0.3783 eV, found offset -0.3703 eV
L = 24 angstrom: E_img = -0.2837 eV, found offset -0.2804 eV
L = 36 angstrom: E_img = -0.1891 eV, found offset -0.1882 eV
L = 48 angstrom: E_img = -0.1419 eV, found offset -0.1415 eV
spread of offset over frames, 12 angstrom: 0.00080 eV
spread of defect energy over frames: 0.0504 eV
power of 1/L in the remainder: 2.63
test error at the training size (rms): 0.000002 eV
mean error at 18 angstrom: raw -0.1753 eV, corrected 0.0138 eV
mean error at 24 angstrom: raw -0.2653 eV, corrected 0.0185 eV
mean error at 36 angstrom: raw -0.3574 eV, corrected 0.0209 eV
mean error at 48 angstrom: raw -0.4041 eV, corrected 0.0214 eV
dilute-limit error, raw labels: -0.5456 eV
dilute-limit error, screened subtraction: 0.0218 eV
dilute-limit error, unscreened subtraction: 1.1567 eV
offset growth 12 to 24 angstrom, no pristine cell: 7.998 times
offset growth 12 to 24 angstrom, pristine cell: 1.000 times
trained on 12, 18, 24; error at 48 angstrom: raw 1.7117 eV
same sizes, screened subtraction: -0.1241 eV
rough static eps 10; bulk modulus 160 GPa
rough defect swelling 10 angstrom^3; T = 300 K
E_img at 12 angstrom, static eps: -0.1702 eV
error if relaxed frames are given electronic eps: 0.3972 eV
thermal energy kT: 0.0259 eV
ionic relaxation energy beyond cutoff: 0.305 eV
thermal ionic scatter per frame (rough rms): 0.126 eV
elastic image energy at 12 angstrom (rough): 0.029 eV
```
